# Andreev Levels and Supercurrent of a Short One-Channel Josephson Junction: a program that tests the result

```python
"""
Short one-channel Josephson junction: result under test
    E_A = Delta*sqrt(1 - T*sin(phi/2)^2),   levels at +E_A and -E_A
    I   = (e*Delta/(2*hbar))*T*sin(phi)/sqrt(1 - T*sin(phi/2)^2)  at zero temperature
    I_c = (e*Delta/hbar)*(1 - sqrt(1-T))
Delta: gap; T: normal-state transmission; phi: phase of right lead minus left lead.
I counts e times the particle flow from left to right.
The independent road is a tight-binding Bogoliubov-de Gennes chain (lead hopping 1,
half filling, hbar = 1, band-centre velocity 2) diagonalized with all its levels.
The short-junction result is its limit for a gap much smaller than the hopping.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eig_banded, eigvals_banded
from scipy.optimize import brentq, minimize_scalar


def level(transmission, phase):
    """Positive Andreev level in units of the gap."""
    return np.sqrt(1 - transmission * np.sin(phase / 2) ** 2)


def current(transmission, phase):
    """Zero-temperature current in units of e*Delta/hbar."""
    return transmission * np.sin(phase) / (2 * level(transmission, phase))


def level_with_length(transmission, phase, length_ratio):
    """Level for a centred scatterer; length_ratio = L*Delta/(hbar*v)."""
    half_angle = np.arcsin(np.sqrt(transmission) * np.sin(phase / 2))
    return brentq(lambda e: np.arccos(e) - e * length_ratio - half_angle,
                  0.0, 1.0, xtol=1e-14)


def chain_band(gap, phase, onsite, hops):
    """Upper band storage of the chain: lead, normal sites, lead."""
    n_lead = int(round(12 / gap))
    pair = np.concatenate([gap * np.ones(n_lead), np.zeros(len(onsite)),
                           gap * np.exp(1j * phase) * np.ones(n_lead)])
    site_energy = np.concatenate([np.zeros(n_lead), onsite, np.zeros(n_lead)])
    hopping = np.concatenate([np.ones(n_lead - 1), hops, np.ones(n_lead - 1)])
    band = np.zeros((3, 2 * len(pair)), dtype=complex)
    band[2, 0::2] = site_energy
    band[2, 1::2] = -site_energy
    band[1, 1::2] = pair
    band[0, 2::2] = -hopping
    band[0, 3::2] = hopping
    return band, n_lead


def chain_levels(gap, phase, onsite, hops):
    return eigvals_banded(chain_band(gap, phase, onsite, hops)[0])


def lowest_positive(levels):
    return levels[levels > 0].min()


# --- Andreev amplitudes and the determinant identity -----------------------
rng = np.random.default_rng(7)
energy, lead_phase = 0.37, 0.8
decay = np.sqrt(1 - energy ** 2)
alpha = energy - 1j * decay
pair = np.exp(1j * lead_phase)
right_branch = np.array([[1j * decay, pair], [pair.conjugate(), -1j * decay]])
left_branch = np.array([[-1j * decay, pair], [pair.conjugate(), 1j * decay]])
vec_eh = np.array([1, alpha / pair])
vec_he = np.array([alpha * pair, 1])
assert np.allclose(right_branch @ vec_eh, energy * vec_eh)
assert np.allclose(left_branch @ vec_he, energy * vec_he)

for _ in range(20):
    unitary, _r = np.linalg.qr(rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))
    s_matrix = unitary @ unitary.T
    trans = abs(s_matrix[1, 0]) ** 2
    phase = rng.uniform(0.1, 6.1)
    z = rng.uniform(-2, 2) + 1j * rng.uniform(0.1, 2)
    amp = z - 1j * np.sqrt(1 - z * z)
    lead = np.diag(np.exp(1j * np.array([0, phase])))
    cycle = lead @ s_matrix.conj() @ lead.conj() @ s_matrix
    direct = np.linalg.det(np.eye(2) - amp ** 2 * cycle)
    formula = 4 * amp ** 2 * (z ** 2 - level(trans, phase) ** 2)
    assert abs(direct - formula) < 1e-9 * (1 + abs(formula))

# --- asymmetric scatterer: transmission by plane-wave matching -------------
onsite = np.array([0.5, -0.3])
hops = np.array([0.8, 0.9, 0.7])
wave = np.exp(1j * np.pi / 2)
# unknowns: reflected amplitude, two site amplitudes, transmitted amplitude
equations = np.array([
    [-1 / wave, hops[0], 0, 0],
    [-hops[0], onsite[0], -hops[1], 0],
    [0, -hops[1], onsite[1], -hops[2]],
    [0, 0, hops[2], -1 / wave]], dtype=complex)
solution = np.linalg.solve(equations, np.array([wave, hops[0], 0, 0]))
trans_asym = abs(solution[3]) ** 2
assert abs(trans_asym + abs(solution[0]) ** 2 - 1) < 1e-12

phi_test = 2.0
asym_coarse = lowest_positive(chain_levels(0.04, phi_test, onsite, hops)) / 0.04
asym_fine = lowest_positive(chain_levels(0.02, phi_test, onsite, hops)) / 0.02
asym_formula = level(trans_asym, phi_test)
asym_limit = 2 * asym_fine - asym_coarse
# the leading error is linear in gap/hopping, so it halves and extrapolates away
assert abs(asym_fine - asym_formula) < 0.65 * abs(asym_coarse - asym_formula)
assert abs(asym_limit - asym_formula) < 5e-3

# --- single weak bond: total current, continuum, temperature ---------------
bond = 0.8
trans_bond = 4 * bond ** 2 / (1 + bond ** 2) ** 2
step = 0.01
kt_ratio = 0.3


def bond_results(gap):
    """Total, bound-state and thermal currents in units of gap (e = hbar = 1)."""
    plus = chain_levels(gap, phi_test + step, [], [bond])
    minus = chain_levels(gap, phi_test - step, [], [bond])
    scale = 2 / (2 * step * gap)
    total = scale * (plus[plus < 0].sum() - minus[minus < 0].sum())
    bound = -scale * (lowest_positive(plus) - lowest_positive(minus))
    kt = kt_ratio * gap
    free = [-kt * np.logaddexp(0, -lev / kt).sum() for lev in (plus, minus)]
    return total, bound, scale * (free[0] - free[1]), plus


total_coarse, _b, _t, _p = bond_results(0.04)
gap_fine = 0.02
total_fine, bound_fine, thermal_fine, levels_plus = bond_results(gap_fine)
current_formula = current(trans_bond, phi_test)
thermal_formula = current_formula * np.tanh(level(trans_bond, phi_test) / (2 * kt_ratio))
continuum_share = (total_fine - bound_fine) / total_fine
# finite gap/hopping leaves errors of order one percent that shrink with the gap
assert abs(total_fine / current_formula - 1) < 0.03
assert abs(total_fine - current_formula) < 0.75 * abs(total_coarse - current_formula)
assert abs(continuum_share) < 0.03
assert abs(thermal_fine / thermal_formula - 1) < 0.04

# --- determinant ratio at imaginary energy ---------------------------------
levels_zero = chain_levels(gap_fine, 0.0, [], [bond])
det_error = 0.0
for freq in (0.5, 1.0, 2.0):
    w2 = (freq * gap_fine) ** 2
    direct = 0.5 * (np.log(w2 + levels_plus ** 2).sum() - np.log(w2 + levels_zero ** 2).sum())
    formula = np.log((freq ** 2 + level(trans_bond, phi_test + step) ** 2) / (freq ** 2 + 1))
    det_error = max(det_error, abs(direct - formula))
assert det_error < 0.015

# --- bond-current operator against the phase derivative of the energy ------
band, n_lead = chain_band(0.1, phi_test, [], [bond])
energies, vectors = eig_banded(band)
filled = vectors[:, energies < 0]
left, right = 2 * (n_lead - 1), 2 * n_lead
flow = 2 * bond * np.imag(np.sum(filled[left].conj() * filled[right])
                          + np.sum(filled[left + 1].conj() * filled[right + 1]))
sums = []
for shift in (1e-3, -1e-3):
    lev = chain_levels(0.1, phi_test + shift, [], [bond])
    sums.append(lev[lev < 0].sum())
flow_derivative = 2 * (sums[0] - sums[1]) / 2e-3
assert abs(flow / flow_derivative - 1) < 1e-4

# --- finite normal length with the weak bond in the middle -----------------
n_normal = 40
long_hops = np.ones(n_normal + 1)
long_hops[n_normal // 2] = bond
long_chain = lowest_positive(
    chain_levels(gap_fine, phi_test, np.zeros(n_normal), long_hops)) / gap_fine
long_formula = level_with_length(trans_bond, phi_test, n_normal * gap_fine / 2)
assert abs(long_chain - long_formula) < 0.01

# --- critical current by numerical maximization ----------------------------
for trans in (0.05, 0.5, 0.9, 0.99):
    best = minimize_scalar(lambda p: -current(trans, p), bounds=(0.5, 3.14),
                           method="bounded", options={"xatol": 1e-10})
    assert abs(-best.fun - (1 - np.sqrt(1 - trans))) < 1e-8
    s_best = (1 - np.sqrt(1 - trans)) / trans
    assert abs(np.sin(best.x / 2) ** 2 - s_best) < 1e-5
    assert abs(level(trans, best.x) - (1 - trans) ** 0.25) < 1e-5

# --- worked example: aluminium atomic contact, rough typical values --------
gap_mev, trans_ex, temperature = 0.18, 0.90, 0.030
length_nm, fermi_velocity, fermi_energy_ev = 1.0, 2.0e6, 12.0
weak_trans, loop_henry, shunt_farad = 0.10, 20e-12, 1e-12
gap_joule = gap_mev * 1e-3 * const.e
unit_na = const.e * gap_joule / const.hbar * 1e9
phi_max = 2 * np.arcsin(np.sqrt((1 - np.sqrt(1 - trans_ex)) / trans_ex))
critical_na = unit_na * (1 - np.sqrt(1 - trans_ex))
level_pi = level(trans_ex, np.pi)
kt_joule = const.k * temperature


def thermal_loss(reduced_level):
    """1 - tanh(E/(2kT)), written without cancellation."""
    return 2 / (np.exp(reduced_level * gap_joule / kt_joule) + 1)


coherence_nm = const.hbar * fermi_velocity / gap_joule * 1e9
length_shift = (level_with_length(trans_ex, phi_max, length_nm / coherence_nm)
                / level(trans_ex, phi_max) - 1)
weak_na = 2 * unit_na * current(weak_trans, phi_max)

flux_unit = const.hbar / (2 * const.e)
screening = loop_henry * critical_na * 1e-9 / flux_unit
loop_energy = flux_unit ** 2 / loop_henry
quantum = const.hbar / np.sqrt(loop_henry * shunt_farad)
variance = quantum / (2 * loop_energy) / np.tanh(quantum / (2 * kt_joule))
numbers = np.arange(400)
weights = np.exp(-numbers * quantum / kt_joule)
mean_quanta = np.sum((numbers + 0.5) * weights) / weights.sum()
assert abs(variance / (quantum * mean_quanta / loop_energy) - 1) < 1e-10
nodes, node_weights = np.polynomial.hermite.hermgauss(40)
smeared = np.sum(node_weights * current(trans_ex, phi_max + np.sqrt(2 * variance) * nodes))
smear_change = smeared / np.sqrt(np.pi) / current(trans_ex, phi_max) - 1

print("LATTICE TESTS (lead hopping 1, phase 2.0 rad)")
print(f"asymmetric scatterer, transmission: {trans_asym:.4f}")
print(f"level/gap, lattice, gap 0.04: {asym_coarse:.4f}")
print(f"level/gap, lattice, gap 0.02: {asym_fine:.4f}")
print(f"level/gap, extrapolated to zero gap: {asym_limit:.4f}")
print(f"level/gap, formula: {asym_formula:.4f}")
print(f"weak bond hopping: {bond:.2f}, transmission: {trans_bond:.4f}")
print(f"current/(e gap/hbar), all levels, gap 0.04: {total_coarse:.4f}")
print(f"current/(e gap/hbar), all levels, gap 0.02: {total_fine:.4f}")
print(f"current/(e gap/hbar), formula: {current_formula:.4f}")
print(f"continuum share of lattice current, gap 0.02: {100*continuum_share:.2f} %")
print(f"thermal current at kT = {kt_ratio} gap, lattice: {thermal_fine:.4f}")
print(f"thermal current at kT = {kt_ratio} gap, formula: {thermal_formula:.4f}")
print(f"largest error of log determinant ratio: {det_error:.4f}")
print(f"bond flow, operator, gap 0.1: {flow:.6f} hopping/hbar")
print(f"bond flow, energy derivative: {flow_derivative:.6f} hopping/hbar")
print(f"level/gap, {n_normal} normal sites, lattice: {long_chain:.4f}")
print(f"level/gap, {n_normal} normal sites, formula: {long_formula:.4f}")
print("EXAMPLE: aluminium atomic contact (rough values)")
print(f"gap: {gap_mev:.2f} meV, transmission: {trans_ex:.2f}")
print(f"temperature: {temperature*1e3:.0f} mK, kT: {kt_joule/const.e*1e6:.3f} ueV")
print(f"current unit e gap/hbar: {unit_na:.2f} nA")
for fraction in (0.25, 0.50, 0.75, 0.90):
    phase = fraction * np.pi
    print(f"phase {fraction:.2f} pi: level {1e3*gap_mev*level(trans_ex, phase):.1f} ueV,"
          f" current {unit_na*current(trans_ex, phase):.2f} nA")
print(f"phase of maximum current: {phi_max:.4f} rad = {phi_max/np.pi:.4f} pi")
print(f"level at maximum current: {1e3*gap_mev*level(trans_ex, phi_max):.1f} ueV")
print(f"critical current: {critical_na:.2f} nA = {critical_na*1e-9:.3e} A")
print(f"level at phase pi: {1e3*gap_mev*level_pi:.1f} ueV")
print(f"spacing 2E/h at phase pi: {2*level_pi*gap_joule/const.h/1e9:.1f} GHz")
print("NEGLECTED EFFECTS")
print(f"thermal loss factor at maximum: {thermal_loss(level(trans_ex, phi_max)):.1e}")
print(f"thermal loss factor near phase pi: {thermal_loss(level_pi):.1e}")
print(f"link length: {length_nm:.1f} nm, Fermi velocity: {fermi_velocity:.1e} m/s")
print(f"clean length hbar v/gap: {coherence_nm:.0f} nm")
print(f"relative level shift from link length: {length_shift:.1e}")
print(f"Fermi energy: {fermi_energy_ev:.0f} eV, gap/E_F: {gap_mev*1e-3/fermi_energy_ev:.1e}")
print(f"two extra channels, T = {weak_trans:.2f} each: {weak_na:.2f} nA at same phase")
print(f"extra-channel current/critical current: {100*weak_na/critical_na:.1f} %")
print(f"loop: {loop_henry*1e12:.0f} pH, shunt: {shunt_farad*1e12:.0f} pF")
print(f"loop screening phase: {screening:.1e} rad")
print(f"loop oscillator quantum: {quantum/const.e*1e6:.0f} ueV")
print(f"rms phase fluctuation: {np.sqrt(variance):.3f} rad")
print(f"current change at maximum by fluctuation: {100*smear_change:.2f} %")
print("ALL CHECKS PASSED")
```

Printed output:

```
LATTICE TESTS (lead hopping 1, phase 2.0 rad)
asymmetric scatterer, transmission: 0.6253
level/gap, lattice, gap 0.04: 0.7331
level/gap, lattice, gap 0.02: 0.7398
level/gap, extrapolated to zero gap: 0.7466
level/gap, formula: 0.7465
weak bond hopping: 0.80, transmission: 0.9518
current/(e gap/hbar), all levels, gap 0.04: 0.7281
current/(e gap/hbar), all levels, gap 0.02: 0.7422
current/(e gap/hbar), formula: 0.7579
continuum share of lattice current, gap 0.02: -1.18 %
thermal current at kT = 0.3 gap, lattice: 0.5486
thermal current at kT = 0.3 gap, formula: 0.5612
largest error of log determinant ratio: 0.0059
bond flow, operator, gap 0.1: 0.068806 hopping/hbar
bond flow, energy derivative: 0.068806 hopping/hbar
level/gap, 40 normal sites, lattice: 0.4261
level/gap, 40 normal sites, formula: 0.4242
EXAMPLE: aluminium atomic contact (rough values)
gap: 0.18 meV, transmission: 0.90
temperature: 30 mK, kT: 2.585 ueV
current unit e gap/hbar: 43.81 nA
phase 0.25 pi: level 167.7 ueV, current 14.96 nA
phase 0.50 pi: level 133.5 ueV, current 26.59 nA
phase 0.75 pi: level 86.7 ueV, current 28.96 nA
phase 0.90 pi: level 62.9 ueV, current 17.44 nA
phase of maximum current: 2.1171 rad = 0.6739 pi
level at maximum current: 101.2 ueV
critical current: 29.96 nA = 2.996e-08 A
level at phase pi: 56.9 ueV
spacing 2E/h at phase pi: 27.5 GHz
NEGLECTED EFFECTS
thermal loss factor at maximum: 2.0e-17
thermal loss factor near phase pi: 5.5e-10
link length: 1.0 nm, Fermi velocity: 2.0e+06 m/s
clean length hbar v/gap: 7313 nm
relative level shift from link length: -1.1e-04
Fermi energy: 12 eV, gap/E_F: 1.5e-05
two extra channels, T = 0.10 each: 3.89 nA at same phase
extra-channel current/critical current: 13.0 %
loop: 20 pH, shunt: 1 pF
loop screening phase: 1.8e-03 rad
loop oscillator quantum: 147 ueV
rms phase fluctuation: 0.047 rad
current change at maximum by fluctuation: -0.11 %
ALL CHECKS PASSED
```
